Emission and Absorption of a 63 meV Nonpolar Phonon at 300 K

**Question**

An electron in a conduction-band valley of a semiconductor is scattered by a nonpolar phonon of energy ħω = 63 meV. The phonon may be an optical phonon that leaves the electron in its valley, or an intervalley phonon that carries it to an equivalent valley. (Symmetry forbids a wavevector-independent intravalley optical coupling in some valleys, among them the conduction valleys of silicon, where a phonon of about this energy acts between valleys.) The lattice is in equilibrium at T = 300 K, where k_B T = 25.852 meV. Use the abbreviation

x = ħω/(k_B T).

Take the phonon energy to be the same for all phonons that take part, and treat the electron–phonon coupling to lowest order. The electron energy E is measured from the bottom of its valley.

**Part (a).** Derive the mean number N of phonons in one mode and show that it is about 0.096. Compare this with the estimates k_B T/ħω and e^(−x), and say when each of them is good.

**Answer to (a)**

One mode of a harmonic lattice is an oscillator with levels (n + ½)ħω, where n = 0, 1, 2, … is the number of phonons in the mode. In equilibrium the probability of level n is proportional to its Boltzmann factor. The zero-point energy ½ħω gives every level the same factor, which cancels on normalization. With r = e^(−x), which is less than 1,

p_n = rⁿ / (1 + r + r² + …) = (1 − r) rⁿ,

because the geometric series sums to 1/(1 − r). The mean number of phonons is

N = Σ n p_n = (1 − r) Σ n rⁿ.

The remaining sum follows from the geometric series by differentiating with respect to r and multiplying by r:

Σ n rⁿ = r d/dr [1/(1 − r)] = r/(1 − r)².

One factor 1 − r cancels, and multiplying numerator and denominator by e^x gives

N = r/(1 − r) = 1/(e^x − 1).

The numbers are

x = 63/25.852 = 2.4369,

e^x = 11.438,

N = 1/(11.438 − 1) = 0.0958 ≈ 0.096.

An occupation of 0.096 is an average over time or over many similar modes. The probability of finding the mode empty is p_0 = 1 − e^(−x) = 1 − 0.0874 = 0.913, so the mode holds no phonon for about 91 % of the time.

The estimate e^(−x) = 0.0874 has a definite meaning: it is 1 − p_0, the probability that at least one phonon is present. It falls short of N because a mode with two phonons must be counted twice, one with three phonons three times, and so on. From N = r/(1 − r),

r/N = 1 − r,

so the shortfall relative to N is r itself, here 8.7 %. The estimate is good when x is large, that is, at low temperature.

The estimate k_B T/ħω = 1/x = 0.410 is the classical one: a classical oscillator has mean energy k_B T, which is then divided into portions ħω. It is too large by a factor 0.410/0.0958 = 4.3. To see when it works, expand for small x:

e^x − 1 = x(1 + x/2 + x²/6 + …),

N = (1/x)(1 − x/2 − x²/6 + x²/4 + …) = 1/x − 1/2 + x/12 + ….

The classical value is the first term, and it is good when x is much smaller than 1. Here x is 2.4, and the thermal energy is too small to excite the mode freely.

The number of meaningful digits follows from the slope of N:

dN/dx = −e^x/(e^x − 1)² = −N(N + 1),

so that dN/N = −(N + 1) dx. An uncertainty of 0.5 meV in the phonon energy is dx = 0.5/25.852 = 0.019, which changes N by about 2 %. If 63 meV is known to the nearest meV, N lies between about 0.094 and 0.098.

**Part (b).** The electron couples linearly to the displacement of the mode. Find the strengths of phonon emission and absorption, meaning the thermally averaged squared matrix elements of the phonon operators. Give their ratio, and discuss its limits at low and high temperature.

**Answer to (b)**

The displacement of an oscillator is proportional to a + a†, where a removes one phonon and a† adds one. When the electron emits a phonon the mode goes from n to n + 1, and only a† contributes. When the electron absorbs a phonon the mode goes from n to n − 1, and only a contributes.

The squared matrix elements follow from two facts: a†a|n⟩ = n|n⟩, and aa† − a†a = 1. The state a|n⟩ is a multiple of |n−1⟩, and its squared length is

|⟨n−1|a|n⟩|² = ⟨n|a†a|n⟩ = n.

Likewise a†|n⟩ is a multiple of |n+1⟩, with squared length

|⟨n+1|a†|n⟩|² = ⟨n|aa†|n⟩ = ⟨n|a†a + 1|n⟩ = n + 1.

In thermal equilibrium the mode is in level n with probability p_n, and there is no fixed phase between the levels. Transition probabilities, not amplitudes, are therefore averaged:

absorption strength = Σ p_n n = N = 0.0958,

emission strength = Σ p_n (n + 1) = N + 1 = 1.0958.

The last step uses Σ p_n = 1. For the ratio, write N + 1 over the common denominator:

N + 1 = (1 + e^x − 1)/(e^x − 1) = e^x/(e^x − 1) = e^x N,

(N + 1)/N = e^x = 11.4.

The coupling thus favours emission by a factor of about 11. The emission strength has two pieces. The piece N is stimulated emission, which is as strong as absorption and vanishes with it when the mode is empty. The piece 1 is spontaneous emission, which needs no phonon to be present. At 300 K the spontaneous piece makes up 1/1.0958 = 91 % of the emission strength.

At low temperature N tends to zero while N + 1 tends to 1. Absorption dies out for lack of phonons, emission stays, and the ratio e^x grows without limit. At high temperature x is small and the ratio is 1 + x + …, which tends to 1. The difference between the two strengths remains 1 at every temperature; it merely becomes small compared with N. The ratio has fallen to 2 when N = 1, that is, when x = ln 2 = 0.693. With the phonon energy held fixed this happens at

T = 300 K × 2.4369/0.693 ≈ 1050 K.

These results were tested by solving the oscillator numerically on a grid of positions and summing over its computed levels and displacement matrix elements. The sums reproduce N and N + 1 within the test limit of one part in ten thousand.

**Part (c).** Now include the final states of the electron. Assume parabolic valleys with equal minima, empty final states, and a coupling that does not depend on the phonon wavevector. Find the emission and absorption rates of an electron of energy E, and evaluate them for E = 30, 100 and 200 meV.

**Answer to (c)**

Fermi's golden rule gives the rate as 2π/ħ times the squared matrix element, summed over all final states that conserve energy. Since the coupling is independent of wavevector, the squared matrix element is the same for all final states and comes out of the sum. What remains is the density of final states g at the final electron energy E′:

E′ = E + ħω for absorption,

E′ = E − ħω for emission.

To find g, count the states below E′. In a valley with masses m₁, m₂, m₃ along its axes, the surface of energy E′ is an ellipsoid with semi-axes k_i = √(2m_i E′)/ħ. Its volume is proportional to k₁k₂k₃, hence to E′^(3/2). States are evenly spaced in wavevector, so their number is proportional to this volume, and the derivative with respect to energy gives

g(E′) ∝ √E′.

The masses enter only the prefactor, so the square root holds for spherical and ellipsoidal valleys alike. For intervalley scattering the number of available final valleys is also a common factor. Collecting everything common to the two processes in a constant C,

W_abs = C N √(E + ħω),

W_em = C (N + 1) √(E − ħω) for E > ħω,

W_em = 0 for E ≤ ħω.

The last line is energy conservation: an electron with less than 63 meV cannot pay for the phonon, whatever the value of C. The value of C depends on the deformation potential, the masses, the crystal density, the phonon energy and the number of final valleys, but it is not needed for a comparison. Rates are therefore given in units of C√(ħω).

For E = 30 meV:

W_abs = 0.0958 × √(93/63) = 0.116,

W_em = 0.

For E = 100 meV:

W_abs = 0.0958 × √(163/63) = 0.154,

W_em = 1.0958 × √(37/63) = 0.840,

W_em/W_abs = 5.45.

For E = 200 meV:

W_abs = 0.0958 × √(263/63) = 0.196,

W_em = 1.0958 × √(137/63) = 1.616,

W_em/W_abs = 8.26.

The rate ratio is thus smaller than the strength ratio 11.4 in all three cases. At 100 meV the emitting electron ends at 37 meV and the absorbing one at 163 meV, where there are more states. The final-state factor is √(37/163) = 0.476, and 11.44 × 0.476 = 5.45.

The square-root law was tested by counting wavevector grid points in an ellipsoidal valley with a mass ratio of 4. The counted final-state ratio at 100 meV is 0.4757, against 0.4764 from the formula. This is well within the 1 % allowed for the finite grid and the finite energy window of the count.

**Part (d).** At what electron energy are the emission and absorption rates equal? What does the rate ratio tend to at high energy?

**Answer to (d)**

Above threshold, dividing the two rates and using (N + 1)/N = e^x gives

W_em/W_abs = e^x √[(E − ħω)/(E + ħω)].

Set this equal to 1. Both sides are positive, so squaring introduces no false solution:

e^(2x) (E − ħω) = E + ħω.

Collect the terms in E on the left:

E (e^(2x) − 1) = ħω (e^(2x) + 1),

E = ħω (e^(2x) + 1)/(e^(2x) − 1) = ħω coth x.

With e^(2x) = 11.438² = 130.8,

E = 63 meV × 131.8/129.8 = 63.97 meV.

The rates are equal about 1 meV above the threshold. Emission starts from zero there, but the square root rises steeply and its prefactor is 11 times larger, so emission overtakes absorption almost at once. In this model an electron below 63 meV can only absorb, and one above 64 meV emits more often than it absorbs.

The distance of 1 meV should not be read as a sharp prediction for a real crystal. The model has a single phonon energy and perfectly sharp electron levels. If the phonon energies are spread by 1 meV or more, or if the electron levels are broadened that much by their finite lifetime, the threshold is smeared over a range as wide as the distance itself. The statement that survives is that the crossover lies close to the phonon energy.

For the high-energy limit, write the fraction under the root as

(E − ħω)/(E + ħω) = 1 − 2ħω/(E + ħω).

It increases steadily with E and tends to 1 from below. The rate ratio therefore rises from 0 at threshold towards e^x = 11.4 and stays below it at every finite energy. To first order in ħω/E the approach is

W_em/W_abs ≈ e^x (1 − ħω/E).

At 200 meV this gives 11.44 × (1 − 0.315) = 7.8, about 5 % below the full value 8.26. The approach is slow: by the same formula, the ratio comes within 10 % of its limit only at about ten phonon energies, or 630 meV (600 meV from the full expression). All these values hold for a parabolic valley, and real valleys depart from it well below such energies. For a valley in which E(1 + αE) is proportional to k², the same counting of states gives g ∝ √(E(1 + αE)) (1 + 2αE). With α = 0.5 eV⁻¹, a value typical of silicon, the rate ratio is about 4.7 at 100 meV and 7.2 at 200 meV, some 13 % below the parabolic values 5.45 and 8.26.

**Part (e).** A dilute electron gas is in equilibrium with the lattice at 300 K. Show that its mean emission and absorption rates are equal, and reconcile this with the ratio found in (b). What is the ratio of the mean rates if the electrons have a Maxwell–Boltzmann distribution at 600 K while the lattice stays at 300 K?

**Answer to (e)**

Let the electrons have temperature T_e, and define x_e = ħω/(k_B T_e). The number of electrons per unit energy is proportional to √E e^(−E/k_B T_e), the density of states times the Boltzmann factor. Let Z be the integral of this function over all energies. The mean absorption rate per electron is

⟨W_abs⟩ = (C N/Z) ∫ √E √(E + ħω) e^(−E/k_B T_e) dE, from 0 to ∞.

Call the integral J. The mean emission rate receives contributions only from above threshold:

⟨W_em⟩ = (C(N + 1)/Z) ∫ √E √(E − ħω) e^(−E/k_B T_e) dE, from ħω to ∞.

Substitute E = E₁ + ħω, where E₁ is the energy after emission and runs from 0 to ∞. The two square roots become √(E₁ + ħω) √E₁, the same product as in J. The exponential becomes e^(−x_e) e^(−E₁/k_B T_e). Hence

⟨W_em⟩ = C(N + 1) e^(−x_e) J/Z.

Dividing by ⟨W_abs⟩ = C N J/Z and using (N + 1)/N = e^x,

⟨W_em⟩/⟨W_abs⟩ = e^(x − x_e).

In equilibrium T_e = T, so x_e = x and the ratio is 1. Direct numerical integration at 300 K gives 0.1205 C√(ħω) for both mean rates, and their equality was tested to one part in a million.

There is no conflict with the factor 11.4 in (b), which compares only the thermally averaged phonon factors of the two processes. The mean rates also contain the number of electrons able to take part. All electrons can absorb, but only 18 % of a thermal gas at 300 K lies above 63 meV and can emit. Averaged over this minority, the emission rate is 0.1205/0.1813 = 0.66 in the same units, about 5.5 times the mean absorption rate of the whole gas. A few electrons that emit readily balance many that absorb rarely.

The balance holds for each pair of energies separately, since the integrands match at every E₁. As many electrons go from E₁ to E₁ + ħω as return, and the gas neither gains nor loses energy. If emission outweighed absorption by 11 to 1 in equilibrium, the electrons would cool below the lattice without any external cause.

For electrons at 600 K and the lattice at 300 K, x_e is half of x:

⟨W_em⟩/⟨W_abs⟩ = e^(x/2) = √11.438 = 3.4.

The hotter gas has more electrons above threshold, emission wins, and energy flows to the lattice. This is how phonon emission limits the heating of electrons in a strong field, although the real distribution there need not have the Maxwell–Boltzmann form assumed here.

**Part (f).** Which of these results change if (i) the final valley lies higher than the initial one by Δ, (ii) the phonons are not in equilibrium, (iii) the electron gas is degenerate?

**Answer to (f)**

(i) The strengths N and N + 1 belong to the phonon alone and do not change. The final kinetic energies become E + ħω − Δ and E − ħω − Δ, and these replace the arguments of the square roots in (c). Emission now requires E > Δ + ħω. If Δ exceeds ħω, absorption also acquires a threshold, at E = Δ − ħω. The crossover in (d) moves up by Δ, to E = Δ + ħω coth x. In equilibrium the mean emission and absorption rates for transfer into the higher valley are no longer equal to each other. Instead, emission on the way up is balanced by absorption on the way back, and absorption on the way up by emission on the way back.

(ii) If the mode has some other mean occupation N′, the derivation in (b) still gives the strengths N′ and N′ + 1, because it used only Σ p_n = 1 and the definition of the mean. Their ratio is 1 + 1/N′, but it is no longer e^x with the lattice temperature. For N′ = 0.5, as might be produced by many hot electrons emitting into the same modes, the ratio is 3 instead of 11.4. The rates in (c) change accordingly, and 1 + 1/N′ takes the place of e^x in the rate ratios of (d) and (e). The crossover therefore moves, and electrons at the lattice temperature no longer have equal mean emission and absorption rates.

(iii) Each rate is multiplied by the probability 1 − f(E′) that the final state is empty, where f is the Fermi function. This changes the rates in (c) and the crossover in (d), but not the equilibrium balance. For a Fermi function with chemical potential μ,

f(E)/(1 − f(E)) = e^(−(E − μ)/k_B T).

Taking this relation at E₁ + ħω and dividing by the same relation at E₁ gives a factor e^(−x), so that

(N + 1) f(E₁ + ħω)[1 − f(E₁)] = N f(E₁)[1 − f(E₁ + ħω)].

The left side is emission and the right side absorption between the same two energies, and they remain equal.

The main computed values are listed in the numerical output.

Calculated quantities

```
Phonon energy: 63.0 meV
Temperature: 300.0 K
Thermal energy kB*T: 25.852 meV
x = hw/(kB*T): 2.4369 (dimensionless)
exp(x): 11.438 (dimensionless)
Occupation N, formula: 0.09580 (dimensionless)
Occupation N, level sum: 0.09581 (dimensionless)
Emission strength N+1: 1.09580 (dimensionless)
Emission strength, diagonalization: 1.09579
Absorption strength, diagonalization: 0.09581
Strength ratio (N+1)/N: 11.438 (dimensionless)
Classical shortcut kB*T/hw: 0.4103 (dimensionless)
Boltzmann shortcut exp(-x): 0.0874 (dimensionless)
Rates below are in units of C*sqrt(hw)
E = 30 meV: emission 0.0000, absorption 0.1164, ratio 0.000
E = 100 meV: emission 0.8398, absorption 0.1541, ratio 5.450
E = 200 meV: emission 1.6159, absorption 0.1957, ratio 8.255
Final-state ratio at 100 meV, formula: 0.4764
Final-state ratio at 100 meV, counted: 0.4757
Rate ratio at 100 meV, numerical: 5.441
Equal-rate electron energy: 63.971 meV
Equal-rate energy above threshold: 0.971 meV
Thermal electrons above threshold: 18.13 %
Thermal mean emission rate: 0.12049 C*sqrt(hw)
Thermal mean absorption rate: 0.12049 C*sqrt(hw)
```
